# Scattering or transfer matrices for near-field heat flux between multilayer stacks

**Recommendation.** When a program for layered systems lets the user choose how the layers are joined, choose the recursive scattering matrix whenever waves decay inside the stack. It contains only decaying exponentials $e^{-\kappa d}$. A transfer matrix contains $e^{+\kappa d}$ and fails in two ways:

- It overflows in double precision when the logarithm of its elements reaches about 710. For waves that decay through the whole stack this is near $\kappa L\approx 710$, where $L$ is the stack thickness and $\kappa$ the decay constant, or considerably earlier if many strongly mismatched interfaces add their own factors.
- Well before that, near $\kappa z\approx 18$, it has lost every digit of the back transmission and of fields marched down to depth $z$.

The front reflection and the front transmission are exceptions to the second failure. Away from sharp resonances they stay accurate until overflow, so a correct total heat flux does not vouch for the heat assigned to single layers.

The analysis below is for heat flux across a vacuum gap. Electron transmission through layered barriers obeys the same algebra, as shown near the end.

## The wave problem

The layers are planar, local, isotropic and non-magnetic. Fields vary as $e^{ikx-i\omega t}$, $z$ points down the stack, and $k_0=\omega/c$. Maxwell's equations with a current $\mathbf j$ are $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$ and $\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\mathbf E+\mathbf j$. Eliminating one field leaves a scalar equation for $u=E_y$ (s polarization) or $u=H_y$ (p polarization):

$$(Au')'+Bu=-f .$$

For s, $A=1$, $B=k_0^2\varepsilon-k^2$ and $f=i\omega\mu_0 j_y$. For p, $A=1/\varepsilon$, $B=k_0^2-k^2/\varepsilon$ and $f=(j_x/\varepsilon)'-ikj_z/\varepsilon$.

The time-averaged power flow along $z$ is $J/(2\omega\mu_0)$ for s and $J/(2\omega\varepsilon_0)$ for p, with $J=\mathrm{Im}(u^*Au')$. Where there is no source, $(Au')'=-Bu$, so

$$J'=\mathrm{Im}A\,|u'|^2-\mathrm{Im}B\,|u|^2\equiv-D[u].$$

With $\varepsilon''=\mathrm{Im}\,\varepsilon$, $D=k_0^2\varepsilon''|u|^2$ for s and $D=\varepsilon''(|u'|^2+k^2|u|^2)/|\varepsilon|^2$ for p. Both are non-negative: $D$ is the absorption.

## From thermal currents to reflections

Body 1 lies above the gap $0<z<g$ and body 2 below it. Each has one temperature and ends in a lossy half-space. The fluctuation-dissipation theorem gives the current noise of a medium with conductivity $\omega\varepsilon_0\varepsilon''$. For peak amplitudes, per lateral mode and unit area,

$$\langle j_a(z)j_b^*(z')\rangle=8\omega\varepsilon_0\varepsilon''\,\Theta\,\frac{d\omega}{2\pi}\,\delta_{ab}\,\delta(z-z'),\qquad \Theta=\frac{\hbar\omega}{e^{\hbar\omega/k_BT}-1}.$$

The 8 is the 4 of Johnson noise times 2, because a squared peak amplitude is twice the mean square.

Let $u_1$ and $u_2$ be the source-free solutions that decay deep in body 1 and body 2. A source at $z'$ in body 1 produces at $z>z'$ the field

$$G(z,z')=\frac{u_2(z)u_1(z')}{W},\qquad W=A(u_1'u_2-u_1u_2'),$$

because the slope term $AG'$ must jump by $-1$ at the source. The field in body 2 is therefore $Cu_2(z)$, with a random amplitude $C$.

For p, integrating the derivative in $f$ by parts gives $C=-W^{-1}\int_1(u_1'j_x+iku_1j_z)\,dz/\varepsilon$. Hence $\langle|C|^2\rangle=8\omega\varepsilon_0\Theta\,(d\omega/2\pi)\int_1D[u_1]dz/|W|^2$. For s, $C=i\omega\mu_0W^{-1}\int_1u_1j_y\,dz$, and $\omega^2\mu_0\varepsilon_0=k_0^2$ turns this into the same expression with $\mu_0$ in place of $\varepsilon_0$.

The power entering body 2 is $\langle|C|^2\rangle J_2$ divided by $2\omega\varepsilon_0$ or $2\omega\mu_0$. Since all of it is absorbed, $J_2=\int_2D[u_2]dz$; likewise $J_1=\int_1D[u_1]dz$ is the flow of $u_1$ into body 1. The power is thus $\mathcal T\,\Theta\,d\omega/2\pi$ with

$$\mathcal T=\frac{4J_1J_2}{|W|^2}.$$

In the gap $A=1$. Write $q=\sqrt{k_0^2-k^2}$ and

$$u_1=e^{-iqz}+r_1e^{iqz},\qquad u_2=e^{iq(z-g)}+r_2e^{-iq(z-g)} .$$

In $u_1'u_2-u_1u_2'$ the terms that depend on $z$ cancel, leaving

$$W=-2iq\,e^{-iqg}\left(1-r_1r_2e^{2iqg}\right).$$

At the surface of body 2, $J_2=\mathrm{Re}[q(1-r_2)(1+r_2^*)]$. For real $q$ this is $q(1-|r_2|^2)$. For $q=i\kappa$, the bracket $1-|r_2|^2+r_2^*-r_2$ has imaginary part $-2\,\mathrm{Im}\,r_2$, so $J_2=2\kappa\,\mathrm{Im}\,r_2$. Body 1 gives the same with $r_1$. Therefore

$$\mathcal T=\frac{(1-|r_1|^2)(1-|r_2|^2)}{|1-r_1r_2e^{2iqg}|^2}\;(k<k_0),\qquad
\mathcal T=\frac{4\,\mathrm{Im}\,r_1\,\mathrm{Im}\,r_2\,e^{-2\kappa g}}{|1-r_1r_2e^{-2\kappa g}|^2}\;(k>k_0).$$

The expression is symmetric in the two bodies, so the return flow has the same $\mathcal T$. With $\int d^2k/(2\pi)^2=\int k\,dk/2\pi$, the net flux is

$$Q=\int_0^\infty\frac{d\omega}{4\pi^2}\,[\Theta(T_1)-\Theta(T_2)]\sum_{s,p}\int_0^\infty k\,dk\;\mathcal T .$$

If $\mathcal T=1$ for $k<k_0$ and zero beyond, this is the black-body result. The near-field excess comes from $k>k_0$.

The heat left between two planes of body 2 follows by replacing $J_2$ with the difference of $J$ at those planes. This holds for the net exchange because body 2 has one temperature. A temperature profile inside a stack would require the exchange between every pair of layers.

These formulas were tested at 0.14 eV against a direct discretization of the wave equation with fluctuating currents, for stacks of two and three layers on doped silicon. One case was p polarization at $k=0.1\ \mathrm{nm^{-1}}$ across 10 nm. Four more were both polarizations at $k=0.5k_0$ and $3k_0$ across 500 nm. The largest relative deviation, for the whole body and for its first layer, was $1.4\times10^{-6}$.

## Joining layers with decaying exponentials

In each layer $q_j=\sqrt{\varepsilon_jk_0^2-k^2}$ with $\mathrm{Im}\,q_j\ge0$, and $\kappa$ now denotes $\mathrm{Im}\,q_j$. The field has a down-going amplitude $a$ and an up-going amplitude $b$. Continuity of $u$ and $Au'$ means continuity of $a+b$ and $Y(a-b)$, with $Y=q/\varepsilon$ for p and $Y=q$ for s. For a wave coming from medium $i$ onto medium $j$ this gives

$$\rho=\frac{Y_i-Y_j}{Y_i+Y_j},$$

with transmission $1+\rho$ downward, and $-\rho$ and $1-\rho$ from below. Crossing a layer multiplies a wave by $\varphi=e^{iqd}$, and $|\varphi|=e^{-\kappa d}\le1$.

Suppose the part of the stack already treated has front coefficients $r,t$ and back coefficients $r',t'$. With $a_0$ incident from the gap and $b_0$ returning to it, the amplitudes at the top of the next layer obey

$$a=ta_0+r'b,\qquad b_0=ra_0+t'b .$$

That layer ends at an interface $\rho$, below which a wave $\beta$ may come up. Then

$$b=\varphi^2\rho\,a+\varphi(1-\rho)\beta .$$

Inserting $b$ into the first relation gives $a=[ta_0+r'\varphi(1-\rho)\beta]/N$ with $N=1-r'\varphi^2\rho$. The wave sent down below the interface is $(1+\rho)\varphi a-\rho\beta$. Reading off the coefficients of $a_0$ and $\beta$,

$$r_{\rm new}=r+\frac{t'\varphi^2\rho\,t}{N},\quad t_{\rm new}=\frac{(1+\rho)\varphi t}{N},\quad
r'_{\rm new}=-\rho+\frac{(1-\rho^2)\varphi^2r'}{N},\quad t'_{\rm new}=\frac{t'\varphi(1-\rho)}{N}.$$

There is no $1/\varphi$. In a very thick stack $t$ and $t'$ may underflow to zero, which is harmless to the reflection.

The total flux needs only the front reflection. Let $R_j$ be the reflection at interface $j$, with everything below it included. Apply the first formula to a single interface, $r=\rho_j$, $r'=-\rho_j$, $tt'=1-\rho_j^2$, and replace the next interface by $R_{j+1}$:

$$R_j=\rho_j+\frac{(1-\rho_j^2)\varphi^2R_{j+1}}{1+\rho_j\varphi^2R_{j+1}}=\frac{\rho_j+\varphi^2R_{j+1}}{1+\rho_j\varphi^2R_{j+1}} .$$

Start at the base and work upward.

For layer-resolved heat, return downward with these stored reflections. Let $a_j$ be the down-going amplitude just above interface $j$. At the top of the next layer $b=\varphi^2R_{j+1}a$, and continuity gives $a=(1+\rho_j)a_j-\rho_jb$. Hence

$$a=\frac{(1+\rho_j)a_j}{1+\rho_j\varphi^2R_{j+1}},\qquad a_{j+1}=\varphi a .$$

The flow through interface $j$ is $J=|a_j|^2\,\mathrm{Re}[Y_j(1-R_j)(1+R_j^*)]$. The up-going wave comes from a reflection and is never propagated against its own decay.

## Where the transfer matrix loses the answer

A transfer matrix expresses the amplitudes in the gap through those in the base. Solving the interface relations for the upper pair, and undoing the propagation through a layer, gives the factors

$$\frac1{1+\rho}\begin{pmatrix}1&\rho\\ \rho&1\end{pmatrix},\qquad\begin{pmatrix}1/\varphi&0\\0&\varphi\end{pmatrix}.$$

One film with interfaces $\rho_1,\rho_2$ shows both failures. With $n=(1+\rho_1)(1+\rho_2)$, multiplication gives

$$M=\frac1n\begin{pmatrix}\varphi^{-1}+\rho_1\rho_2\varphi&\rho_2\varphi^{-1}+\rho_1\varphi\\ \rho_1\varphi^{-1}+\rho_2\varphi&\rho_1\rho_2\varphi^{-1}+\varphi\end{pmatrix}.$$

**Front reflection.** With nothing coming up from the base,

$$r=\frac{M_{21}}{M_{11}}=\frac{\rho_1+\rho_2\varphi^2}{1+\rho_1\rho_2\varphi^2}.$$

Two growing numbers are divided, not subtracted, so rounding is not amplified by the exponential. The error is small relative to $|r|$ unless the numerator or the denominator nearly vanishes. If $\mathrm{Im}\,r\ll|r|$, this alone does not guarantee the same relative accuracy for $\mathrm{Im}\,r$, which carries the heat. The front transmission $t=1/M_{11}$ likewise needs no subtraction of large, nearly equal numbers, except near a sharp resonance.

**Back transmission.** Setting the incident wave in the gap to zero gives $t'=M_{22}-M_{21}M_{12}/M_{11}$. Over the common denominator, the terms $\rho_1\rho_2\varphi^{-2}$ and $\rho_1\rho_2\varphi^2$ cancel, and $1+\rho_1^2\rho_2^2-\rho_1^2-\rho_2^2=(1-\rho_1^2)(1-\rho_2^2)$ remains. Thus

$$t'=\frac{(1-\rho_1)(1-\rho_2)\varphi}{1+\rho_1\rho_2\varphi^2}.$$

The subtracted numbers are of order $e^{\kappa d}$ and their difference is of order $e^{-\kappa d}$. With rounding unit $\epsilon$, the error relative to $t'$ is of order $\epsilon e^{2\kappa d}$. The identity $t'=\det M/M_{11}$, with the determinant taken from its known factors, avoids this subtraction but not the overflow.

**Marching down from the gap.** Starting from amplitudes $(1,r)$, the up-going wave inside the film is $(r-\rho_1)/(1-\rho_1)$. The formula for $r$ gives

$$r-\rho_1=\frac{(1-\rho_1^2)\rho_2\varphi^2}{1+\rho_1\rho_2\varphi^2}.$$

What $r$ knows about the lower interface is stored a factor $\varphi^2$ below its leading digits. Marching recovers it by subtraction and then divides by $\varphi$. The up-going wave therefore has a relative error of order $\epsilon e^{2\kappa d}$ at every depth in the film. Its absolute error grows as $e^{\kappa z}$ while the total field decays as $e^{-\kappa z}$, so the relative error of the total field at depth $z$ is of order $\epsilon e^{2\kappa z}$. Rescaling the amplitudes prevents overflow but does not restore the missing digits.

## Measured loss of digits

The following errors are for p polarization at fixed $k=0.1\ \mathrm{nm^{-1}}$, in short stacks of 30 nm layers, alternately oxide and doped silicon, on an oxide base. Each is a median over 25 photon energies from 0.05 to 0.25 eV, relative to the same quantity computed with 80 digits.

| Depth (nm) | $\epsilon e^{2kz}$ | $t'$ from $M$ | $b$ by marching |
|---|---|---|---|
| 60 | $3.6\times10^{-11}$ | $3.4\times10^{-11}$ | $1.3\times10^{-11}$ |
| 120 | $5.9\times10^{-6}$ | $1.0\times10^{-5}$ | $5.0\times10^{-6}$ |
| 180 | $0.96$ | $1.0$ | $1.1$ |
| 240 | $1.6\times10^{5}$ | $9.7\times10^{4}$ | $2.4\times10^{5}$ |

At 180 nm the exponent is $2\times0.1\times180=36$, and no correct digit is left. The slopes of the logarithmic errors against $2kz$ are 0.99 and 1.04; the estimate predicts 1. In the same stacks the front reflection from $M$, the back transmission from the scattering matrix and the up-going wave from the stable descent all have median errors below $10^{-15}$.

## Worked example: two thick stacks

Two identical stacks at 400 K and 300 K face each other across 10 nm. Each has 64 pairs of 30 nm oxide and 30 nm doped silicon on thick oxide, so $L=64\times60=3840$ nm. With photon energy $E$ in eV, the model permittivities are

$$\varepsilon_{\rm ox}=2.1\prod_m\frac{L_m^2-E^2-0.008\,iE}{T_m^2-E^2-0.008\,iE},\qquad
\varepsilon_{\rm Si}=11.7-\frac{0.728^2}{E^2+0.0891\,iE},$$

where $(T_m,L_m)$ are (0.057, 0.063), (0.100, 0.101) and (0.133, 0.154) eV. The silicon values 0.728 and 0.0891 eV follow from $10^{20}$ carriers per cm³, a mass of 0.26 electron masses and a mobility of 50 cm²/Vs.

**Overflow.** The simple estimate is $k=\ln(\text{largest number})/L=0.1848\ \mathrm{nm^{-1}}$. At 0.14 eV, p polarization, overflow is found at $0.1784\ \mathrm{nm^{-1}}$. The interfaces explain the difference. For opaque layers $M_{11}$ also contains a factor $1/(1-\rho^2)$ per pair, and for $k\gg k_0$

$$|1-\rho^2|=\frac{4|\varepsilon_{\rm ox}\varepsilon_{\rm Si}|}{|\varepsilon_{\rm ox}+\varepsilon_{\rm Si}|^2}.$$

With $\varepsilon_{\rm ox}=-2.66+2.69i$ and $\varepsilon_{\rm Si}=-7.56+12.25i$ this is 0.66. The 64 pairs add $64\times0.41\approx26$ to $\ln|M_{11}|$, which lowers the threshold to about $(710-26)/3840=0.178\ \mathrm{nm^{-1}}$. The shift depends strongly on photon energy. Where $|\varepsilon_{\rm ox}|\ll|\varepsilon_{\rm Si}|$ the factor is small, and the same formula puts the threshold at $kL\approx610$ at 0.15 eV, 560 at 0.064 eV and 470 at 0.01 eV; at 0.12 eV it lies slightly above 710.

**Total flux.** The scattering recursion gives 269 W/cm², or $2.69\times10^6$ W/m². The black-body flux between the same temperatures is 0.0992 W/cm², smaller by a factor of about 2700. The flux-weighted mean wave number is $0.115\ \mathrm{nm^{-1}}$, close to $1/g$, and 99.9 % of the flux is p-polarized.

Plain transfer matrices return "not a number" for the integral. Dropping the overflowed points produces a finite answer that misses about 23 % of the flux. The cut is sharp, so this share depends on the $k$ grid: it is 23.6 % on the grid used here and 23.2 % on a finer one. At the points that survive, the front reflections of the two methods differ by at most $7.1\times10^{-14}$, measured against $1+|r|$. The missing heat is thus due to overflow, not to cancellation.

**Where the heat lands.** The first oxide layer of the receiver takes 94.8 % of the flux and the first silicon layer 3.5 %. The second oxide layer takes 0.42 % and the second silicon layer 0.55 %, so the deposit does not fall steadily from layer to layer. Below these four layers pass 1.96 W/cm², or 0.73 %. Marching gives $-1.1\times10^{93}$ W/cm² for this last quantity. That number has no physical meaning and depends on where the $k$ integral is cut, here at $2\ \mathrm{nm^{-1}}$.

**A shorter stack.** With 2 pairs in each stack instead of 64, and gap, temperatures and base material unchanged, the flux is 270 W/cm², higher by 0.5 %. The deep layers that cause the overflow hardly affect the total.

**Gap dependence.** For $k\gg k_0$, and if the first layer is thick enough that $e^{-2kd}\ll1$, the p reflection tends to $(\varepsilon-1)/(\varepsilon+1)$ and no longer depends on $k$. Then $\mathcal T$ depends on $kg$ alone, and $\int k\,dk$ gives $Q\propto g^{-2}$. From 269 W/cm² at 10 nm this predicts 332 and 222 W/cm² at 9 and 11 nm; the full calculation gives 331 and 223.

## The model beside a real device

The layer thicknesses and material parameters are rough values in the regime of the oxide and heavily doped polysilicon stacks of vertical flash memory. Finished devices may contain metal layers instead, and they are perforated by vertical channels, which breaks the planar assumption by an amount not estimated here. A flat 10 nm vacuum gap with 100 K across it is far from normal chip conditions.

The calculation neglects the temperature drop inside the stacks, which is not small. Take a conductivity of 1.3 W/(m K), typical of oxide, for all layers and a resistance of $5\times10^{-9}$ m²K/W at each interface. If the whole flux crosses a stack, it causes a drop of 9.7 K, or about 19 K for both. For the layers themselves this is a pessimistic estimate, because silicon conducts better than oxide: with 5 W/(m K) in the silicon layers the drop is 6.7 K per stack. With the larger drop, if 100 K is held between the outer ends and the flux is taken proportional to the surface difference, that difference falls to about $100/1.19=84$ K and the flux to about 225 W/cm². The oxide base is not included. At the full flux each micrometre of it adds about 2 K per side, and with 10 µm of base on each side the flux falls to about 167 W/cm².

The other estimates are these:

- Raising all damping on the hot side by 20 % lowers the flux to 258 W/cm².
- The ratio $kv_F/\omega$, which compares carrier motion with the field's variation in space, is 0.18 at the mean $k$ and photon energy. The local silicon response is therefore an approximation; the ratio is not itself the error of the flux.
- Residual nitrogen-like gas at $10^{-3}$ Torr carries about $1.5\times10^{-3}$ W/cm², which is negligible here.

## The same choice for electrons

For an electron of energy $E$ in layers with potential $V$ and effective mass $m$,

$$\left(\frac{\psi'}{m}\right)'+\left[\frac{2(E-V)}{\hbar^2}-\frac{k^2}{m}\right]\psi=0,$$

with $\psi$ and $\psi'/m$ continuous. This is the wave equation above with $A=1/m$. The recursions hold with $Y=q/m$ and $q^2=2m(E-V)/\hbar^2-k^2$. In a barrier $q=i\kappa$, and within one barrier the thresholds in $\kappa z$ are unchanged. For barriers separated by wells, what counts is the decay of the wave through the whole stack, $\ln|M_{11}|$, not the sum of $\kappa d$ over the barriers. In a miniband of a superlattice $M$ stays bounded even when that sum exceeds 710, and the errors do not accumulate exponentially from barrier to barrier; in a gap $\ln|M_{11}|$ can exceed the sum. If only the transmission probability is wanted, $t=1/M_{11}$ supplies it accurately until overflow, except near a sharp resonance. At a resonance between two thick barriers of thickness $d$, the denominator $N$ of the scattering recursion nearly vanishes too, and both methods have a relative error of order $\epsilon e^{2\kappa d}$. Where the waves in all layers propagate without loss, $|\varphi|=1$ and no single layer produces exponential growth. A long periodic stack can still block the wave by repeated reflection. Since $t=1/M_{11}$, an exponentially small transmission then means exponentially large matrix elements, and both failures can return.

## Choosing the setting

1. Find the largest $\kappa$ in the integration, not only its mean. If the cut is $\kappa_{\max}=c/g$, overflow threatens when $L/g\gtrsim710/c$. In the example $c=20$, so the limit is about 36, while $L/g=384$.
2. If only a transfer matrix is available, use it only for the front reflection and front transmission, and keep $\ln|M_{11}|$ below about 700. For opaque layers this is $\kappa_{\max}L$ plus $\ln|1/(1-\rho^2)|$ for every pair, at the worst energy of the integration; in the example the interface term reaches about 150 at 0.064 eV and about 240 at 0.01 eV. Do not replace failed points by zero.
3. For inner fields, layer-resolved absorption or back transmission, expect to lose about $2\kappa z/\ln10=0.87\,\kappa z$ decimal digits. Between $\kappa z\approx18$ and overflow the output is finite and wrong, so the absence of an error message proves nothing.
4. Shortening the stack is justified for the total flux if the result is stable when layers are added back. It does not make marching safe, because the errors in the table arise within 240 nm.
5. More digits postpone the loss of accuracy, but only a wider exponent range postpones overflow. Double-double arithmetic, which stores each number as a sum of two doubles, offers the first without the second. The digits needed for marching grow in proportion to $\kappa z$, whereas the scattering recursion has no such requirement away from sharp resonances.

The numerical output below lists the values used here.

## Computed results

```
temperatures: 400 K and 300 K; gap: 10 nm
pairs per stack: 64; layer: 30 nm; stack: 3840 nm
carriers: 1.0e+20 cm^-3; mass: 0.26 m_e; mobility: 50 cm2/Vs
plasma energy (unscreened): 0.728 eV; collision energy: 0.0891 eV
high-frequency permittivity: oxide 2.1, silicon 11.7
oxide modes (transverse, longitudinal) in eV: [(0.057, 0.063), (0.1, 0.101), (0.133, 0.154)]
oxide damping: 0.008 eV
permittivity at 0.14 eV: oxide -2.66+2.69j, silicon -7.56+12.25j
largest relative deviation from fluctuating currents: 1.4e-06
reflection error at k = 0.3 nm^-1 against 50 digits: 0.0e+00
overflow of transfer matrix at 0.14 eV, k: 0.1784 nm^-1
overflow estimate ln(max)/thickness: 0.1848 nm^-1
median relative errors at k = 0.1 nm^-1, 25 energies from 0.05 to 0.25 eV:
depth nm | eps*exp(2kz) | back t, transfer | marched b | front r, transfer | back t, scattering | b, descent
60 | 3.6e-11 | 3.4e-11 | 1.3e-11 | 2.3e-16 | 2.2e-16 | 1.8e-16
120 | 5.9e-06 | 1.0e-05 | 5.0e-06 | 2.4e-16 | 1.9e-16 | 3.1e-16
180 | 9.6e-01 | 1.0e+00 | 1.1e+00 | 3.2e-16 | 2.5e-16 | 2.5e-16
240 | 1.6e+05 | 9.7e+04 | 2.4e+05 | 3.8e-16 | 3.5e-16 | 4.9e-16
slope of ln(error) against 2kz: back t 0.986, marched b 1.039
net flux, recursive reflections: 268.715 W/cm2 = 2.687e+06 W/m2
relative change of flux from coarser grid: 9.7e-06
black-body flux: 0.0992 W/cm2; ratio: 2708.0
share of p polarization: 99.92 %
flux-weighted mean k: 0.1147 nm^-1; mean photon energy: 0.1205 eV
flux from plain transfer matrices: nan W/cm2
share of flux lost if overflowed points are dropped: 23.64 %
largest front-reflection difference before overflow: 7.1e-14
heat left in first oxide layer: 254.8240 W/cm2 (94.83 %)
heat left in first silicon layer: 9.3272 W/cm2 (3.47 %)
heat left in second oxide layer: 1.1348 W/cm2 (0.42 %)
heat left in second silicon layer: 1.4681 W/cm2 (0.55 %)
heat passing below 4 layers, stable descent: 1.9607 W/cm2
same quantity by marching (k cut at 2 nm^-1): -1.1e+93 W/cm2
flux with 2 pairs per stack instead of 64: 270.127 W/cm2
neglected: temperature drop in one stack: 9.657 K
  (from 1.3 W/(m K) and 5e-09 m2K/W per interface)
neglected: nonlocal response, k*v_F/omega: 0.179; v_F: 2.86e+05 m/s
neglected: gas of 28 u at 0.001 Torr: 1.5e-03 W/cm2
neglected: hot-side damping 20 % higher, flux: 258.216 W/cm2
neglected: gap error of 1 nm, flux at 9 and 11 nm: 330.618, 222.786 W/cm2
```
